\section*{Free-Molecular Coagulation by Majorant Pair Selection and Rejection}

\section{How large a sample can be afforded?}

A calculation of powder formation in a vapour-deposition reactor begins with a choice: how many particles to simulate. A few hundred may give a rough total concentration, but the rare large particles need thousands. Whether thousands are affordable depends on the cost of choosing the next colliding pair. If that choice needs every pair rate, the cost grows with the square of the particle number. The scheme below removes this cost without changing the pair rates.

The model is a well-mixed volume $V$ containing $N$ compact spheres. A particle of size $n$ holds $n$ primary particles, each of volume $v_1$. Two spheres that touch stick and merge at once into one sphere, so $n_a$ and $n_b$ become $n_a+n_b$. Nucleation, surface growth, charge and flow are left out. Particles are small compared with the gas mean free path. Gas collisions redirect them many times between mergers, but over distances of the order of a particle diameter their paths are nearly straight. The collision rate is therefore that of spheres in free flight.

\section{The rate to be reproduced}

For one pair of sizes $i$ and $j$, the collision rate is $K(i,j)/V$, with
\begin{equation}
K(i,j)=\pi(a_i+a_j)^2\langle g\rangle ,
\end{equation}
where $a_i$ is a radius and $g$ the relative speed. Each velocity component of particle $i$ is Gaussian with variance $kT/m_i$. Variances of independent components add, so the relative velocity has variance $kT/\mu$ per component, with $1/\mu=1/m_i+1/m_j$. Setting $\alpha=\mu/(2kT)$,
\begin{align}
\langle g\rangle&=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\int_0^\infty g^3e^{-\alpha g^2}\,dg\nonumber\\
&=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\frac{1}{2\alpha^2}
=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8kT}{\pi\mu}} .
\end{align}
For density $\rho$, $m_i=\rho v_1i$ and $a_i=a_1i^{1/3}$, with $a_1=(3v_1/4\pi)^{1/3}$. Therefore
\begin{equation}
K(i,j)=C\,(i^{1/3}+j^{1/3})^2\left(\frac1i+\frac1j\right)^{1/2},
\label{kernel}
\end{equation}
\begin{align}
C&=\pi a_1^2\sqrt{\frac{8kT}{\pi\rho v_1}}
=\sqrt{8\pi}\left(\frac{3}{4\pi}\right)^{2/3}\sqrt{\frac{kT}{\rho}}\;v_1^{1/6}\nonumber\\
&=\left(\frac{3}{4\pi}\right)^{1/6}\sqrt{\frac{6kT}{\rho}}\;v_1^{1/6}.
\end{align}
The last step uses $\sqrt{8\pi}\,(3/4\pi)^{1/2}=\sqrt6$.

The example takes $T=1000$ K, $\rho=2.5$ g/cm$^3$ and a primary diameter of 1 nm, which give $C=1.287\times10^{-10}$ cm$^3$/s. Equal primaries have $K(1,1)=4\sqrt2\,C=7.281\times10^{-10}$ cm$^3$/s. As a test of the mean speed, a direct integration over two Maxwell speed distributions and their relative angle gave $K(1,8)=1.22871\times10^{-9}$ cm$^3$/s, in agreement with (\ref{kernel}) to the digits shown.

\section{What goes wrong with simple selection}

Label the particles by $a$ and $b$. The total merger rate is
\begin{equation}
L=\frac1V\sum_{a<b}K(n_a,n_b).
\end{equation}
The next merger comes after an exponential time of mean $1/L$, and the pair $(a,b)$ is chosen with probability $K(n_a,n_b)/(VL)$. A direct program stores all $N(N-1)/2$ rates. For 4096 particles that is 8\,386,560 entries, and each merger makes all stored rates of the two colliding particles obsolete.

One remedy is to draw pairs uniformly and accept them with probability $K/K_{\max}$. This gives the right relative rates but works badly for unequal sizes. Take one particle of size $n\gg1$ among $N-1$ primaries. Its rate with a primary tends to $Cn^{2/3}$, while two primaries have $4\sqrt2\,C$. There are $N-1$ pairs of the first kind and $(N-1)(N-2)/2$ of the second. Dividing the average rate by the maximum gives the acceptance
\begin{equation}
\frac{\langle K\rangle}{K_{\max}}\simeq
\frac2N+4\sqrt2\,\frac{N-2}{N}\,n^{-2/3}.
\end{equation}
The formula needs $n^{1/3}\gg1$, and it approaches $2/N$ only when $n^{2/3}\gg2\sqrt2\,N$. For $N=4096$ the exact pair sum gives an acceptance of 0.20 at $n=78$ (the formula gives 0.31), 0.047 at $n=10^3$ and 0.001 at $n=10^6$. One very large particle thus makes the program reject almost all proposals. For a narrow distribution, such as that of the reactor example below, uniform drawing still accepts about a third at the end of the run. The bound must follow the sizes of the pair, yet remain easy to sum.

\section{A bound that can be summed}

The kernel resists summation because of the square root of a sum. Two elementary inequalities remove the difficulty. For positive numbers,
\begin{align}
(x+y)^2&=2(x^2+y^2)-(x-y)^2\le2(x^2+y^2),\\
\sqrt{p+q}&<\sqrt p+\sqrt q .
\end{align}
The second follows by squaring, since the right side gains $2\sqrt{pq}$. With $x=i^{1/3}$, $y=j^{1/3}$, $p=1/i$ and $q=1/j$, they give $K<M$, where
\begin{align}
M(i,j)&=2C(i^{2/3}+j^{2/3})(i^{-1/2}+j^{-1/2})\nonumber\\
&=2C\left(i^{1/6}+j^{1/6}+i^{2/3}j^{-1/2}+j^{2/3}i^{-1/2}\right).
\label{majorant}
\end{align}
The majorant $M$ is separable in the sense needed here: it is a finite sum of products of one-particle functions.

A bound is useful only if it is not too loose. Let $s\le1$ be the ratio of the smaller radius to the larger. Dividing out the larger size gives
\begin{equation}
\frac KM=\frac12\,\frac{(1+s)^2}{1+s^2}\,
\frac{\sqrt{1+s^3}}{1+s^{3/2}} .
\label{accept}
\end{equation}
Because $1+s^2\le2$,
\begin{equation}
\frac{(1+s)^2}{1+s^2}=1+\frac{2s}{1+s^2}\ge1+s\ge1+s^{3/2}.
\end{equation}
The factor $\sqrt{1+s^3}$ exceeds one, so $K/M>1/2$ for every pair. The limit $1/2$ is approached as $s\to0$. Equal sizes give $1/\sqrt2=0.707$. A scan over fifteen decades of volume ratio found values between 0.50001 and 0.70889. The uniform bound fails for a large particle among small ones; this one still accepts at least half of such proposals.

\section{Drawing a pair without listing pairs}

Define the power sums $S_p=\sum_a n_a^p$. Summing (\ref{majorant}) over all ordered pairs, including $a=b$, gives $4CNS_{1/6}$ from its first two terms and $4CS_{2/3}S_{-1/2}$ from the others. Half this sum, divided by $V$, is the total candidate rate,
\begin{equation}
R=\frac{2C}{V}W,\qquad W=NS_{1/6}+S_{2/3}S_{-1/2}.
\label{total}
\end{equation}
The two terms of $W$ supply two ways of drawing:
\begin{enumerate}
\item With probability $NS_{1/6}/W$, draw $a$ with weight $n_a^{1/6}$ and $b$ uniformly.
\item Otherwise, draw $a$ with weight $n_a^{2/3}$ and $b$ independently with weight $n_b^{-1/2}$.
\end{enumerate}
The probability of the ordered result $(a,b)$ is
\begin{equation}
\frac{NS_{1/6}}{W}\frac{n_a^{1/6}}{S_{1/6}}\frac1N+
\frac{S_{2/3}S_{-1/2}}{W}\frac{n_a^{2/3}}{S_{2/3}}\frac{n_b^{-1/2}}{S_{-1/2}}
=\frac{n_a^{1/6}+n_a^{2/3}n_b^{-1/2}}{W}.
\end{equation}
Adding the reverse order restores the four terms of (\ref{majorant}), so a distinct pair has probability $M/(2CW)$. Multiplication by $R$ gives the rate $M/V$, with no factor of two left over.

Independent draws can select the same particle twice. Such a self-pair is rejected and counts as a fictitious event. Its probability is $\sum_a2n_a^{1/6}/W=2S_{1/6}/W$. To bound it, note that $n^{2/3}$ rises with size and $n^{-1/2}$ falls, so
\begin{align}
0&\le\sum_{a,b}(n_a^{2/3}-n_b^{2/3})(n_b^{-1/2}-n_a^{-1/2})\nonumber\\
&=2S_{2/3}S_{-1/2}-2NS_{1/6}.
\end{align}
Hence $W\ge2NS_{1/6}$, and the self-pair share is at most $1/N$. Excluding these draws beforehand would complicate the rate and save little when $N$ is large.

The weighted draws use binary trees. The leaves hold one power of each size, and every parent holds the sum of its two children. To draw a particle, take a random number between zero and the root value and descend: go left if the number is below the left sum, otherwise subtract that sum and go right. Four trees hold the powers $0$, $1/6$, $2/3$ and $-1/2$. A merger changes two leaves, one of which becomes zero, and the sums above them. Draws and updates therefore take $O(\log N)$ operations. For 4096 leaves the descent has 12 levels.

\section{Why rejected events must take time}

Accept a distinct candidate with probability $K/M$. The candidate is then a real merger of $(a,b)$ with probability
\begin{equation}
p_{ab}=\frac{M/V}{R}\frac KM=\frac{K(n_a,n_b)}{VR}.
\end{equation}
The probability that it is any real merger is $\sum_{a<b}p_{ab}=L/R$.

The pair frequencies are now right, but the clock needs a decision. Suppose that every candidate, accepted or not, adds an exponential time of rate $R$. The time of the $r$th candidate has density $R^rt^{r-1}e^{-Rt}/(r-1)!$. For this candidate to be the first merger, the preceding $r-1$ must have failed. The joint density of first merger time and pair is thus
\begin{align}
f_{ab}(t)&=\sum_{r=1}^{\infty}\left(1-\frac LR\right)^{r-1}p_{ab}\,
\frac{R^rt^{r-1}e^{-Rt}}{(r-1)!}\nonumber\\
&=p_{ab}R\,e^{-Rt}\sum_{r=1}^{\infty}\frac{[(R-L)t]^{r-1}}{(r-1)!}\nonumber\\
&=\frac{K(n_a,n_b)}{V}\,e^{-Lt}.
\label{thinning}
\end{align}
This is the density of the direct method. Summed over pairs, it gives an exponential time of rate $L$; the pair is independent of that time. After a merger the same argument applies to the new sizes. The scheme therefore has the same distribution of histories as the direct method for any finite $N$, apart from computer rounding and the quality of the random numbers.

If the clock counted only the last interval before acceptance, the mean waiting time would be $1/R$ instead of $1/L$. The sequence of pairs would look right while coagulation ran too fast by the factor $R/L$.

Six particles of sizes 1, 1, 2, 5, 20 and 300 show the effects of a wrong clock and of omitted rejection. In units where $C/V=1$, the explicit pair sum gives $L=307.2$, and (\ref{total}) gives $R=507.3$. The wrong clock would run 1.65 times too fast. With the correct clock, 40\,000 draws gave a mean wait of $1.0033/L$; the expected relative standard error is $1/\sqrt{40\,000}=0.005$. The chi-square of the 15 pair counts was 19.0 for 14 degrees of freedom. Without rejection it was 140, so the majorant alone gives detectably wrong pairs.

Output times need no special correction. If the next candidate falls beyond the output time, discard it, record the state and draw a new interval from there. For an exponential time $X$, $P(X>t+u\,|\,X>t)=e^{-R(t+u)}/e^{-Rt}=e^{-Ru}$, so the new interval has the right law. This rule also stops the calculation when one particle remains: only self-pairs can then occur, and the clock still reaches the output time.

\section{Finite samples and the mean-field limit}

The Smoluchowski equation for the concentration $c_k$ of size $k$ is
\begin{equation}
\frac{dc_k}{dt}=\frac12\sum_{i+j=k}K(i,j)c_ic_j-c_k\sum_jK(k,j)c_j .
\end{equation}
It replaces the mean of a product of particle numbers by the product of means, and it counts $N^2/2$ pairs in place of $N(N-1)/2$. For six equal primaries that is 18 pairs instead of 15, so its initial merger rate is too high by $18/15=1.2$.

Six primaries have 11 possible size lists, few enough to solve the full master equation. At $(C/V)t=0.03$ the mean particle number is 4.181. The stochastic scheme gave 4.184 over 6000 runs, and the mean-field equation gives 3.910. The mean-field difference here belongs to the small sample, not to the rejection method. For 4096 equal primaries the initial pair-count factor is only $4096/4095$.

\section{A burst of particles in a reactor}

Let a nucleation burst leave $N_0=10^{12}$ primaries per cm$^3$ at 760 Torr, and follow them for 20 ms. A sample of 4096 primaries represents $4096/10^{12}=4.096\times10^{-9}$ cm$^3$. The natural time is
\begin{equation}
\frac1{K(1,1)N_0}=\frac1{7.281\times10^{-10}\times10^{12}}\ {\rm s}=1.373\ {\rm ms}.
\end{equation}

A simple limit gives a check before any simulation. From $(x+y)^2\ge4xy$ and $p+q\ge2\sqrt{pq}$,
\begin{equation}
K(i,j)\ge4\sqrt2\,C\,(ij)^{1/3-1/4}=K(1,1)(ij)^{1/12}\ge K(1,1).
\end{equation}
In mean field the total concentration $c$ thus obeys $dc/dt\le-\tfrac12K(1,1)c^2$. Dividing by $-c^2$ and integrating from $c(0)=N_0$ gives
\begin{equation}
\frac{c}{N_0}\le\frac1{1+\frac12K(1,1)N_0t}
=\frac1{1+\frac12(20/1.373)}=0.121 .
\end{equation}
The Smoluchowski solution gives 0.0879, below this limit as required. Raising its largest retained size from 300 to 500 changed this value by less than one part in $10^7$.

Thirty-two stochastic runs gave $0.0890\pm0.0006$, where the uncertainty is one standard error of the mean. The difference is 1.9 standard errors. At 5 and 10 ms the simulated fractions were $0.3217\pm0.0009$ and $0.1792\pm0.0007$, against 0.3226 and 0.1785. The test allowed four standard errors, so these data do not resolve a small finite-sample bias. The mean final size is $1/0.0879=11.4$ primaries, which corresponds to a volume-mean diameter of $11.4^{1/3}=2.25$ nm.

The tail sets the sample size. Particles of 65 primaries or more number $0.00038\pm0.00006$ per initial primary, or $0.00038\times4096\approx1.6$ per run. Even with 32 runs their relative standard error is roughly 15\%, while that of the total concentration is 0.6\%. A study of the tail needs more primaries or more runs; a study of the total does not.

One run averaged 3731.5 mergers from 5278 candidates, an acceptance of 0.707. This closeness to the equal-size value does not mean that all colliding particles are equal. Equation (\ref{accept}) is flat there: a volume ratio of 8, or $s=1/2$, still gives 0.705. About 3 candidates per run were self-pairs. The bound $1/N$ predicts at most about $(1/0.707)\ln(1/0.089)=3.4$, on replacing the sum over mergers by an integral.

A run needed 5275 kernel evaluations, about 1600 times fewer than the initial particle pairs. This ratio counts evaluations, not computing time, since each candidate also needs tree searches. Nor is a full particle-pair table the only alternative: grouping equal sizes would shorten it, especially at the start. The remaining values are in the numerical output.

\section{What a real reactor changes}

The parameters are round values meant for a hot atmospheric-pressure CVD reactor with gas-phase powder formation. The density is in the range of light semiconductors and oxides; the burst concentration is a rough assumption, and 20 ms is a short window after the burst, not a typical full residence time. Immediate coalescence is open to doubt. If particles instead stay as open aggregates of fractal dimension 1.8, with collision radius $a_1n^{1/1.8}$, the cross-section at the mean size grows by $11.37^{2(1/1.8-1/3)}=2.95$. A scaling law with unit prefactor is rough for so few primaries; aggregates of 11 spheres built by random ballistic sticking give about 2.7. Van der Waals attraction also matters. For equal spheres with a round Hamaker constant of $10^{-19}$ J, an unretarded orbital-capture estimate multiplies the rate by 1.8. Applied to all pairs, this factor lowers the final fraction from 0.088 to 0.045. That somewhat overstates the effect, because the same estimate gives only 1.6 for two spheres with a volume ratio of 64. The 0.6\% statistical error is therefore no measure of the model's accuracy.

The free-molecular assumption is safer here. For a carrier gas of mass 30 u and molecular diameter 0.4 nm, the mean free path is 192 nm. The largest particle in a run averages 78 primaries, which corresponds to a diameter of 4.3 nm, so the mean free path is about 90 times its radius. The ratio of the free-molecular to the diffusive kernel is 0.008 for two such particles, which suggests a correction of about 1\% or less.

Wall loss depends on the initial profile. In a tube of radius $R_t=2$ cm, with the primary diffusivity $D=0.308$ cm$^2$/s held fixed, the lowest diffusion mode loses 0.89\% in 20 ms. This value does not bound the loss for other profiles. A uniformly filled tube has a steep gradient at the wall. Its early flux is $N_0\sqrt{D/(\pi t)}$, which integrates to $2N_0\sqrt{Dt/\pi}$ per unit area. Multiplying by the surface-to-volume ratio $2/R_t$ and dividing by $N_0$ gives the lost fraction
\begin{equation}
\frac4{\sqrt\pi}\frac{\sqrt{Dt}}{R_t}
=\frac4{\sqrt\pi}\frac{\sqrt{0.308\times0.020}}{2}\approx0.09 .
\end{equation}
This $D$ treats the gas molecules as points. Adding their radius of 0.2 nm to that of the primary lowers $D$ to about 0.16 cm$^2$/s and the loss to about 0.06. Growth lowers both further, but for a uniform start the wall cannot be dismissed at the 1\% level.

\section{Changing the kernel}

The method survives a change of kernel if the new majorant bounds every pair rate and can still be summed. A common factor on all rates multiplies $K$ and $M$ alike and only rescales time. For aggregates with collision radius proportional to $n^{1/d}$, replace $i^{1/3}$ by $i^{1/d}$ in (\ref{kernel}). The same inequalities give
\begin{equation}
M_d=2C(i^{2/d}+j^{2/d})(i^{-1/2}+j^{-1/2}).
\end{equation}
The trees then hold the powers $2/d$, $-1/2$, their sum $2/d-1/2$, and $0$. Since $(x+y)^2>x^2+y^2$ and $\sqrt{p+q}\ge(\sqrt p+\sqrt q)/\sqrt2$, the acceptance exceeds $1/(2\sqrt2)=0.35$ for any positive $d$. This is a statement about sampling, not about the kernel. For $d<2$ the kernel overstates the capture of a primary by an open aggregate: that cross-section cannot exceed $4\pi a_1^2n$, whereas the kernel gives about $\pi a_1^2n^{2/d}$.

If a correction raises $K$ above $M$ for some pair, the acceptance probability would have to exceed one. Cutting it off at one makes that pair too slow, and no later step repairs the error. A loose bound costs time; a broken bound changes the physics.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 1000 K, pressure 760 Torr
primary diameter 1.0 nm, density 2.5 g/cm3
initial concentration 1.0e+12 cm^-3, time 20 ms
kernel constant C = 1.2872e-10 cm3/s; K(1,1) = 7.2813e-10 cm3/s
1/(K(1,1) N0) = 1.373 ms
K(1,8): formula 1.22871e-09, speed quadrature 1.22871e-09 cm3/s
K/M: min 0.50001, max 0.70889, equal sizes 0.70711
six-particle test sizes: [1, 1, 2, 5, 20, 300] with C/V = 1 per unit time
real rate L 307.197, candidate rate R 507.282
R/L 1.6513, observed candidates/event 1.6502
mean wait times L: 1.0033 (40000 draws)
pair chi2 (14 dof): with rejection 19.0, without 140
six primaries, (C/V)t = 0.03: 11 states, 6000 runs
mean count: master 4.1806, simulated 4.1835, mean-field 3.9101
reactor: 32 runs of 4096 primaries, sample volume 4.096e-09 cm3
t 5 ms: N/N0 simulated 0.32168 +- 0.00091, Smoluchowski 0.32262
   second moment simulated 5.604 +- 0.028, Smoluchowski 5.545
t 10 ms: N/N0 simulated 0.17922 +- 0.00067, Smoluchowski 0.17854
   second moment simulated 11.187 +- 0.132, Smoluchowski 11.090
t 20 ms: N/N0 simulated 0.08898 +- 0.00055, Smoluchowski 0.08792
   second moment simulated 23.301 +- 0.306, Smoluchowski 23.714
final class 1-4 primaries: 0.03062 +- 0.00045, Smoluchowski 0.02973 (per N0)
final class 5-16 primaries: 0.03855 +- 0.00057, Smoluchowski 0.03835 (per N0)
final class 17-64 primaries: 0.01942 +- 0.00025, Smoluchowski 0.01938 (per N0)
final class 65-4096 primaries: 0.00038 +- 0.00006, Smoluchowski 0.00045 (per N0)
final concentration (Smoluchowski) 8.792e+10 cm^-3
mean size 11.37 primaries, volume-mean diameter 2.249 nm
cutoff 300 to 500: relative shift 7.1e-09, mass error 1.9e-15
per run: 3731.5 mergers, 5278.0 candidates, 3.03 self-pairs
accepted share 0.7070; kernel evaluations per run 5275.0
initial number of pairs 8386560
attraction, Hamaker constant 1.0e-19 J: rate factor 1.815
   final N/N0 with this factor on all pairs 0.04508
no coalescence, fractal dimension 1.8: cross-section factor 2.95 at mean size
gas: mass 30 u, diameter 0.4 nm, mean free path 191.7 nm
mean largest particle: 78 primaries, diameter 4.26 nm, Knudsen number 89.9
   free-molecular/diffusive kernel ratio there 0.0083
primary diffusivity 0.308 cm2/s; wall loss, tube radius 2 cm: at most 0.89 %
\end{verbatim}
